# Choosing Model Charge, Plateau Window and Cutoff in the Freysoldt Correction

A charged vacancy is calculated in a periodic supercell. The real defect is alone in its crystal, but the calculated one interacts with its periodic images and with the uniform background that keeps the cell neutral. This spurious energy falls only as the inverse cell length, and it can reach tenths of an electronvolt. Programs that offer the Freysoldt correction ask for a model charge, a dielectric constant, a cutoff and a region in which to align potentials. This guide derives what each setting does and how to choose it.

## What is being corrected

The algebra uses atomic units. Numbers are in eV and Å, with $e^2/4\pi\varepsilon_0=14.39965$ eV Å in place of 1. The cell is cubic, with side $L$ and volume $\Omega=L^3$. The medium has a scalar dielectric constant $\varepsilon$, the same at every position and wavevector; the last section shows what this assumption can cost. It should contain the screening that the calculation allows: electronic screening alone if the ions are held fixed, ionic screening too if they relax.

A defect charge $q\,g(\mathbf r)$, with $\int g\,d^3r=1$, produces a potential $V$ and has energy $\frac12\int q\,g\,V\,d^3r$. Call this $E_{\rm iso}$ for the isolated charge and $E_{\rm per}$ for the periodic one. Periodic potentials have zero cell average, so the uniform background adds nothing to this integral. The energy to add to the supercell result is $E_{\rm iso}-E_{\rm per}$ for the true defect charge.

That charge is not directly available, because the calculated density also contains the screening response. The calculated potential is available. The scheme therefore evaluates the energy difference for a model charge and, within this constant-$\varepsilon$ medium, uses the potential to correct for the model's wrong size:

$$E_{\rm corr}=E_{\rm lat}-qC,\qquad E_{\rm lat}=E_{\rm iso}^{\rm model}-E_{\rm per}^{\rm model}.$$

Here $C$ is the value, far from the defect, of the reference potential minus the model potential. The reference potential is that of the charged-defect cell minus that of the pristine cell, each with zero average. The electron reservoir must be referred to the same bulk average potential. Potentials here are those felt by a positive test charge. If a program supplies electron potential energies, reverse their sign first.

## The model charge and its two energies

The model density, per unit charge, is a Gaussian plus an exponential tail:

$$n(r)=x\frac{e^{-r/\gamma}}{8\pi\gamma^3}+(1-x)\frac{e^{-r^2/\beta^2}}{\pi^{3/2}\beta^3}.$$

Its form factor is $f(k)=(4\pi/k)\int_0^\infty r\,n(r)\sin kr\,dr$. For the exponential, put $a=1/\gamma$ and use

$$\int_0^\infty r e^{-ar}\sin kr\,dr={\rm Im}\frac1{(a-ik)^2}=\frac{2ak}{(a^2+k^2)^2}.$$

Multiplication by $4\pi/(8\pi\gamma^3k)$ gives $1/(1+\gamma^2k^2)^2$. The Gaussian factorizes into three one-dimensional transforms, whose product is $e^{-\beta^2k^2/4}$. Hence

$$f(k)=\frac{x}{(1+\gamma^2k^2)^2}+(1-x)e^{-\beta^2k^2/4}.$$

The second moment and the cutoff laws below belong to this form factor; check which reciprocal-space expression a given program uses for its tail before applying them. At small $k$, any spherical charge has $f=1-k^2\langle r^2\rangle/6+\dots$, because $\sin(kr)/(kr)=1-k^2r^2/6+\dots$. Expanding the formula and comparing gives

$$\langle r^2\rangle=12x\gamma^2+\tfrac32(1-x)\beta^2.$$

For the isolated charge, Poisson's equation gives $V(k)=4\pi q f/(\varepsilon k^2)$. Therefore

$$E_{\rm iso}=\frac12\int\frac{4\pi k^2dk}{(2\pi)^3}\frac{4\pi q^2f^2}{\varepsilon k^2}=\frac{q^2}{\pi\varepsilon}\int_0^\infty f(k)^2dk.$$

The factor $k^2$ from the volume element removes the singularity, so ordinary quadrature suffices.

In the periodic cell, the charge has Fourier coefficients $qf(G)/\Omega$ and the potential has $4\pi qf(G)/(\varepsilon\Omega G^2)$. The zero-average convention removes $\mathbf G=0$. Half the cell volume times the sum of their products is

$$E_{\rm per}=\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{f(G)^2}{G^2}.$$

## How the lattice energy depends on the charge's size

Let $\Phi(\mathbf s)$ be the zero-average potential of a periodic array of unit point charges with its background, in vacuum. Its Laplacian is $4\pi/\Omega$ away from the charges. Near the origin,

$$\Phi(\mathbf s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3\Omega}+h(\mathbf s).$$

The constant defines the Madelung number, $\alpha=2.837297$. The quadratic term has Laplacian $4\pi/\Omega$, as required, so $h$ is harmonic for $s<L$, with $h(0)=0$. Cubic symmetry forbids harmonics of degree one, two and three. Since $\Phi$ is an inverse length, the first allowed term in $h$ is a fourth-degree polynomial divided by $L^5$.

The periodic energy is $(q^2/2\varepsilon)$ times the average of $\Phi(\mathbf r-\mathbf r')$ over pairs of points in the charge. The isolated energy is the same average with $1/|\mathbf r-\mathbf r'|$. If the charge is centred on its centroid, $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$. Subtraction gives

$$E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2\langle r^2\rangle}{3\varepsilon\Omega}-\frac{q^2}{2\varepsilon}\langle h\rangle.$$

This requires the charge to lie within a radius $L/2$, so that all pair separations are below $L$. For a spherical charge, the average of a harmonic function over a sphere is its value at the centre. Averaging over $\mathbf r$ and then over $\mathbf r'$ gives $\langle h\rangle=h(0)=0$. For other shapes in a cubic cell, the leading remainder varies as $L^{-5}$.

The first term is the point-charge correction. The second shows that a wrong model size causes an energy error proportional to $1/\Omega$. The alignment has to remove this error.

## The planar potential and the origin of the plateau

Averaging over planes perpendicular to $z$ removes every Fourier component with $G_x$ or $G_y$ different from zero:

$$\bar V(z)=\frac{4\pi q}{\varepsilon\Omega}\sum_{G_z\ne0}\frac{f(G_z)\cos G_zz}{G_z^2}.$$

To see its shape, let $\lambda(z)$ be the planar-averaged density, normalized to one. Then $\bar V''=-(4\pi q/\varepsilon L^2)(\lambda-1/L)$ within the cell. The zero-average response to a thin sheet is

$$B(z)=\frac{z^2}{2L}-\frac{|z|}2+\frac L{12}\qquad(|z|\le L),$$

because $B''=1/L-\delta(z)$ at the central sheet, and the cell averages of the three terms are $L/24$, $-L/8$ and $L/12$. For $0<z<L$ and outside the charge, averaging $B(z-z')$ over a centred $\lambda(z')$ gives

$$\bar V(z)=\frac{4\pi q}{\varepsilon L^2}\left[\frac{z^2+\langle z^2\rangle}{2L}-\frac z2+\frac L{12}\right].$$

This is a parabola with its turning point at $z=L/2$; the background gives it curvature. A plateau should therefore not be sought in $\bar V$ itself. When the model potential is subtracted from the reference potential, all terms that depend on $z$ cancel, leaving

$$C=\frac{2\pi q}{\varepsilon\Omega}\left(\langle z^2\rangle_{\rm ref}-\langle z^2\rangle_{\rm model}\right).$$

For spherical, cubic or tetrahedral charges, $\langle z^2\rangle=\langle r^2\rangle/3$. Then

$$-qC=-\frac{2\pi q^2}{3\varepsilon\Omega}\left(\langle r^2\rangle_{\rm ref}-\langle r^2\rangle_{\rm model}\right).$$

This is the difference between the size terms of the two lattice energies. Adding it replaces the model's $\langle r^2\rangle$ by that of the reference, which is why the total does not depend on the model as long as the charges are localized.

For a less symmetric defect, one axis may give a plateau that does not represent $\langle r^2\rangle/3$. The mean of the plateaus along $x$, $y$ and $z$ does, since $\langle x^2\rangle+\langle y^2\rangle+\langle z^2\rangle=\langle r^2\rangle$. The model must be placed at the centroid of the defect charge; otherwise the term linear in $z'$ leaves a slope in the difference.

## When the model tail reaches the window

The exponential part never ends sharply. To find its effect, integrate it over a plane. With $s$ the in-plane radius and $r^2=s^2+z^2$, one has $s\,ds=r\,dr$, so

$$\lambda_{\rm exp}(z)=\frac1{4\gamma^3}\int_{|z|}^\infty re^{-r/\gamma}dr=\frac{1+u}{4\gamma}e^{-u},\qquad u=\frac{|z|}\gamma.$$

The parabola above replaced $|z-z'|$ by $z-z'$. For charge beyond $z$ this misses $2(z'-z)$. The missing average is $2v$, where, with $z'=z+\gamma t$,

$$v(z)=\int_z^\infty(z'-z)\lambda_{\rm exp}(z')dz'=\frac\gamma4e^{-u}\int_0^\infty t(1+u+t)e^{-t}dt=\frac\gamma4(3+u)e^{-u}.$$

The factor $-1/2$ in $B$ turns $2v$ into $-v$. Every periodic sheet has the same kink and contributes in the same way. Since the model is subtracted, the difference potential acquires

$$\delta(z)=\frac{4\pi qx}{\varepsilon L^2}\sum_n\frac\gamma4(3+u_n)e^{-u_n},\qquad u_n=\frac{|z-nL|}\gamma.$$

All terms have the same sign. At $z=L/2$ the slopes from the two nearest sheets cancel, so the curve can look fairly flat while being displaced as a whole. A small spread is thus necessary for a trustworthy plateau, but it does not prove that the plateau value is right. If the displacement comes from the model's own tail, a second model with a shorter tail exposes it.

If the defect charge really has such a tail, the reference potential contains the opposite contribution, and a matching model tail cancels it. In the limit where model and reference charges coincide, $C=0$ and $E_{\rm lat}$ is the full correction within this dielectric model, even with overlap. A tail is useful for representing a real one. It is harmful when it is longer than the defect charge and reaches the window.

## Energy cutoff

Let the sum for $E_{\rm per}$ stop at $G_c$, which corresponds to a cutoff energy $G_c^2/2$. This cutoff belongs to the analytic model charge and need not equal the plane-wave cutoff of the electronic calculation.

Reciprocal vectors have density $\Omega/(2\pi)^3$. Replacing the omitted sum by an integral gives

$$\Delta E_{\rm per}\simeq\frac{2\pi q^2}{\varepsilon\Omega}\frac{\Omega}{8\pi^3}\int_{G_c}^\infty4\pi f^2dG=\frac{q^2}{\pi\varepsilon}\int_{G_c}^\infty f^2dG.$$

For a pure Gaussian, $f^2=e^{-\beta^2G^2/2}$. Since $G/G_c\ge1$ in the integral, the latter is at most $e^{-\beta^2G_c^2/2}/(\beta^2G_c)$, and convergence is fast. With a tail, once $\gamma G_c\gg1$ and the Gaussian has died out, $f\simeq x/(\gamma G)^4$ and

$$\Delta E_{\rm per}\simeq\frac{q^2x^2}{7\pi\varepsilon\gamma^8G_c^7}.$$

The cause is the cusp of $e^{-r/\gamma}$ at the origin, not its long range. As long as the tail term rather than the Gaussian sets the error, the $G_c$ needed for a fixed target varies as $\gamma^{-8/7}$: a short tail needs a high cutoff, while a long one spoils the plateau.

The smooth omitted part is also the part of $E_{\rm iso}$ above $G_c$. If both energies are cut at the same $G_c$, it cancels in $E_{\rm lat}$. What remains is the difference between the omitted lattice sum and its integral. It jumps whenever a shell of reciprocal vectors crosses the cutoff. In the 10 Å cell of the worked case below, for the model with a tail it is typically about 3% of the omitted energy at cutoffs of 50 to 100 eV and about 1% at 100 to 400 eV, with peaks of 13% and 7%, and it keeps falling as the cutoff rises. For the pure Gaussian it stays near 10% at all these cutoffs and can reach about 50% when the cutoff lies at a shell. Combining a fully converged $E_{\rm iso}$ with a truncated $E_{\rm per}$ gives up this cancellation.

The planar potential needs its own estimate. Let $G_c$ lie midway between two allowed values of $G_z$, whose spacing is $2\pi/L$. At $z=0$ all omitted terms add. Counting both signs of $G_z$,

$$\Delta\bar V(0)\simeq\frac{8\pi q}{\varepsilon\Omega}\frac L{2\pi}\int_{G_c}^\infty\frac{x\,dG}{\gamma^4G^6}=\frac{4qx}{5\varepsilon L^2\gamma^4G_c^5}.$$

At $z=L/2$ successive terms alternate in sign. For a slowly varying sequence $a$, each pair gives minus the slope at the pair's midpoint. These midpoints are two steps apart, so the sum is about half the integral of $-a'$ from the cutoff, which is $a(G_c)/2$. With $a=(8\pi q/\varepsilon\Omega)f/G^2$,

$$|\Delta\bar V(L/2)|\simeq\frac{4\pi q}{\varepsilon\Omega}\frac{f(G_c)}{G_c^2}.$$

With the tail this falls as $G_c^{-6}$, one power faster than at the defect plane, so the alignment region is the less demanding place. For a pure Gaussian the terms fall ever more steeply, so this estimate does not apply. At high cutoffs the first omitted term dominates and the errors at the two planes approach each other. In the worked cell below, with $\beta=1$ Å, the error at the defect plane is still about a third larger at 85 eV, but both are already only a few microvolts.

## A worked case with a known answer

Take $q=+2$, $\varepsilon=10$, $L=10$ Å, $x=0.5$, $\gamma=0.5$ Å and $\beta=1$ Å. The reference is a synthetic charge in the same dielectric, not an electronic-structure calculation. It has four equal Gaussian lobes of width 0.8 Å, placed tetrahedrally 2 Å from the centre. Its isolated and periodic energies can be computed directly, so the scheme's answer can be judged.

The mean square radii, in Å$^2$, are

$$\langle r^2\rangle_{\rm model}=12(0.5)(0.5)^2+1.5(0.5)(1)^2=2.25,$$

$$\langle r^2\rangle_{\rm ref}=2^2+1.5(0.8)^2=4.96.$$

Quadrature and the reciprocal sum give $E_{\rm iso}=2.0336$ eV and $E_{\rm per}=1.2436$ eV, so $E_{\rm lat}=0.7900$ eV. The size law gives the same value:

$$\frac{2.837297(4)(14.39965)}{2(10)(10)}-\frac{2\pi(4)(14.39965)(2.25)}{3(10)(1000)}=0.8171-0.0271=0.7900\ {\rm eV}.$$

The window is $|z-L/2|\le L/10$. Across it the model potential varies by 18 mV, but the difference potential varies by 0.06 mV. The mean difference is $C=0.01640$ V, and the moment formula gives 0.01635 V. The correction is

$$E_{\rm corr}=0.7900-2(0.01640)=0.7572\ {\rm eV}=0.0278\ {\rm hartree}.$$

The directly computed correction is 0.7594 eV, so the scheme is 2.2 meV too low. Without alignment it would be about 31 meV too high. In cells of 15 and 20 Å the residual shrinks to $-0.27$ and $-0.06$ meV, with an effective exponent of 5.08, in accord with the leading $L^{-5}$ law. As a test of the cause, the lobes were replaced by a spherical charge with the same $\langle r^2\rangle$. At 15 Å the residual then fell below 0.001 meV in magnitude.

Changing the model in the 10 Å cell gives:

| Model | $E_{\rm lat}$ (eV) | $C$ (V) | Spread (V) | $E_{\rm corr}$ (eV) |
|---|---:|---:|---:|---:|
| Gaussian, $x=0$ | 0.7990 | 0.0209 | <0.000001 | 0.7573 |
| $\gamma=0.5$ Å | 0.7900 | 0.0164 | 0.00006 | 0.7572 |
| $\gamma=1$ Å | 0.7370 | −0.0051 | 0.0019 | 0.7472 |

The first two lattice energies differ by 9 meV, yet the corrected values differ by 0.1 meV. The long tail fails by about 10 meV relative to them. Its plateau is displaced by 5.7 mV, about three times the visible spread. With $q=2$, this lowers $E_{\rm corr}$ by 11.3 meV. Overlap also raises $E_{\rm lat}$ by 1.3 meV above the size law, which accounts for the net shift.

For the standard model, the cutoff errors are:

| Cutoff (eV) | Error in $E_{\rm per}$ (eV) | Power law (eV) | Matched error in $E_{\rm lat}$ (eV) |
|---:|---:|---:|---:|
| 54.9 | $1.2\times10^{-3}$ | $1.5\times10^{-3}$ | $-7.4\times10^{-6}$ |
| 151.2 | $3.3\times10^{-5}$ | $4.3\times10^{-5}$ | $8.9\times10^{-7}$ |
| 385.8 | $1.4\times10^{-6}$ | $1.6\times10^{-6}$ | $2.4\times10^{-8}$ |

The second column gives the magnitude of the omitted energy. An omission of $10^{-5}$ eV needs 215 eV with the tail, but 80 eV for the pure Gaussian. The power law overestimates the error at these moderate cutoffs, so it errs here on the safe side. The numerical check also tests the isolated energy, planar potential and truncation estimates by separate calculations.

## Choosing the settings

1. Start with a Gaussian well inside the cell. Add a tail if the defect charge has one, and take its length from that charge.
2. Before using a tail, evaluate $q\,\delta(L/2)$. In this example, $L/(2\gamma)=10$ is ample for millielectronvolt work, while $L/(2\gamma)=5$ is not.
3. Use the same cutoff for both model energies, and raise it until $E_{\rm lat}$ is stable. The model sums are cheap, so there is little reason to stop early.
4. Subtract the full planar potentials on the same grid, then average the difference around the plane farthest from the defect. Check both its spread and its slope.
5. Repeat with another localized model. Compare $E_{\rm corr}$, not $E_{\rm lat}$ or $C$ separately.
6. Repeat in a larger cell. Agreement between models cannot reveal the shape residual, because all spherical models share it. Nor can agreement between short models reveal a tail of the defect charge that reaches the window. If the $\gamma=1$ Å charge above were the defect, the Gaussian and $\gamma=0.5$ Å models would agree to 0.1 meV, and both would be 10 meV too high.

If the difference potential has no plateau in any affordable cell, the defect charge may be delocalized or the dielectric model may be unsuitable. Changing the window cannot repair either fault.

A good plateau does not certify the dielectric model, however. For a Gaussian charge with $\beta=1$ Å in the worked cell, an $\varepsilon$ that is 5% too large makes the correction 25 meV too low, while the spread is only 0.9 mV.

A real crystal also screens short waves less than long ones. Suppose that $1/\varepsilon(k)\simeq(1+ck^2)/\varepsilon$ at small $k$. Leaving out $\mathbf G=0$ then adds $2\pi q^2c/(\varepsilon\Omega)$ to the true $E_{\rm iso}-E_{\rm per}$, but it adds $4\pi q^2c/(\varepsilon\Omega)$ to $-qC$. The size of the charge enters the energy twice, through $f^2$, which makes up for the factor $\frac12$ in the energy; the screening enters only once. In such a linear medium the scheme is therefore too high by $2\pi q^2c/(\varepsilon\Omega)$. With $q=2$, $\varepsilon=10$, $L=10$ Å and an illustrative $c=2.25$ Å$^2$ this is 81 meV; the actual $c$ depends on the material. Neither the plateau nor a change of model reveals it, but it falls as $L^{-3}$, so a larger cell does.

Slabs and layered cells with vacuum lie outside this derivation, because their dielectric response depends on position. An anisotropic crystal needs a dielectric tensor in both model energies and in the planar potential.

## Table of computed values

```
charge q = 2 e, eps = 10, L = 10.0 angstrom
model: x = 0.5, gamma = 0.5 angstrom, beta = 1.0 angstrom
lobes: distance = 2.0, width = 0.8 angstrom
Coulomb constant = 14.39965 eV angstrom
<r^2> model = 2.2500 angstrom^2
<r^2> reference = 4.9600 angstrom^2
Madelung constant alpha = 2.837297
E_iso = 2.033572 eV; field energy = 2.033572 eV
E_per = 1.243593 eV
E_lat = 0.789979 eV
point term = 0.817122 eV; size term = -0.027143 eV
model planar potential at z=0: 0.196255 V
at z=0.4L: -0.119212 V; at z=L/2: -0.137248 V
range in window: model 0.018036 V, difference 0.000059 V
plateau C = 0.016396 V; moment formula = 0.016346 V
alignment term -qC = -0.032791 eV
E_corr = 0.757188 eV = 0.027826 hartree
exact correction = 0.759390 eV
model: E_lat (eV), C (V), spread (V), E_corr (eV)
  Gaussian: 0.799026, 0.020870, 0.000000, 0.757287
  standard: 0.789979, 0.016396, 0.000059, 0.757188
  long tail: 0.736972, -0.005126, 0.001932, 0.747223
long-tail common offset of plateau = 0.005671 V
L = 10 angstrom: E_corr - exact = -2.202e-03 eV
L = 15 angstrom: E_corr - exact = -2.652e-04 eV
L = 20 angstrom: E_corr - exact = -6.149e-05 eV
residual exponent, 15 to 20 angstrom = 5.081
spherical reference, L = 15 angstrom: residual = -7.30e-07 eV
cutoff: E_per error, smooth tail, power law, matched error (all eV)
  54.9: 1.178e-03, 1.186e-03, 1.476e-03, -7.410e-06
  151.2: 3.258e-05, 3.169e-05, 4.261e-05, 8.865e-07
  385.8: 1.446e-06, 1.422e-06, 1.604e-06, 2.384e-08
  867.1: 8.998e-08, 8.928e-08, 9.425e-08, 7.035e-10
  2407.3: 2.598e-09, 2.592e-09, 2.644e-09, 5.713e-12
rms matched/separate error ratio = 0.0107
Gaussian: cutoff for 1e-05 eV = 80.4 eV, actual error = 1.01e-05 eV
standard: cutoff for 1e-05 eV = 215.2 eV, actual error = 1.01e-05 eV
potential cutoff = 2467.1 eV
error at z=0: 1.711e-08 V; predicted 1.727e-08 V
error at z=L/2: 1.050e-09 V; predicted 1.053e-09 V
```
